# Avrami switching times of a ferroelectric film: a program that tests the result

```python
"""
Result under test: for Avrami switching p(t) = 1 - exp(-(t/t0)^2), p(0) = 0,
the times to reach p = 0.9 and p = 0.1 have the ratio
    t90/t10 = sqrt(ln 10 / ln(10/9)), about 4.7.
p  : reversed fraction of the switchable polarization
t0 : characteristic time, 1/(v sqrt(pi N)) for discs growing from N point
     nuclei per area with wall speed v
p0 : fraction already switched when the field is applied
Working units: nm, ns, V, pC, mA, kOhm, pF; fields in MV/cm.
Film parameters are rough values in the regime of a hafnia-based capacitor.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.spatial import cKDTree

rng = np.random.default_rng(12345)

# ---------- inputs of the worked example ----------
thickness = 10.0            # nm
field = 2.0                 # MV/cm
switched_pol = 40.0         # uC/cm2, full reversal
area_um2 = 100.0            # um2
density_cm2 = 1e11          # nuclei per cm2
speed = 0.1                 # nm/ns at the applied field
nucleus_radius = 0.5        # nm, starting radius for the correction
activation = 10.0           # MV/cm, speed proportional to exp(-activation/E)
field_spread = 0.10         # relative standard deviation of local field
region_width = 100.0        # nm, walls stopped at region edges
fine_width = 20.0           # nm, fine-grained film
resistance = 0.050          # kOhm
permittivity = 30.0
leakage = 1e-3              # A/cm2, deliberately high
breakdown = 4.0             # MV/cm
temp_ref, temp_hot = 300.0, 358.0   # K

density = density_cm2 * 1e-14       # per nm2
voltage = field * thickness * 0.1   # 1 MV/cm = 0.1 V/nm
charge = switched_pol * area_um2 * 1e-2   # pC
capacitance = permittivity * epsilon_0 * area_um2 * 1e-12 \
    / (thickness * 1e-9) * 1e12     # pF

# ---------- derived formulas ----------
L10, L90 = np.log(10 / 9), np.log(10)
ratio = np.sqrt(L90 / L10)
t0 = 1 / (speed * np.sqrt(np.pi * density))
t10, t90 = t0 * np.sqrt(L10), t0 * np.sqrt(L90)


def quantile_ratio(times):
    early, late = np.quantile(times, [0.1, 0.9])
    return late / early


def ratio_inert(p0):
    """Switched patches that do not grow."""
    L0 = -np.log1p(-p0)
    return np.sqrt((L90 - L0) / (L10 - L0))


def ratio_growing(p0):
    """Nuclei that start with a finite radius and grow."""
    root = np.sqrt(-np.log1p(-p0))
    return (np.sqrt(L90) - root) / (np.sqrt(L10) - root)


# ---------- test: random nuclei in a periodic plane ----------
count = 40000
side = np.sqrt(count / density)
tree = cKDTree(rng.random((count, 2)) * side, boxsize=side)
distance, _ = tree.query(rng.random((400000, 2)) * side)
times_plane = distance / speed
ratio_plane = quantile_ratio(times_plane)
fraction_plane = np.mean(times_plane < t0)
assert abs(ratio_plane / ratio - 1) < 0.015      # sampling noise
assert abs(fraction_plane - (1 - np.exp(-1))) < 0.01
assert abs(np.quantile(times_plane, 0.1) / t10 - 1) < 0.015
assert abs(np.quantile(times_plane, 0.9) / t90 - 1) < 0.015

# ---------- test: steady nucleation on a line, J = v = 1 ----------
length, duration = 2e5, 5.0
events = rng.poisson(length * duration)
place = np.sort(rng.random(events) * length)
birth = rng.random(events) * duration
probe = 10 + rng.random(400000) * (length - 20)
index = np.searchsorted(place, probe)
from_left = np.minimum.accumulate(birth - place)[index - 1] + probe
from_right = np.minimum.accumulate((birth + place)[::-1])[::-1][index] - probe
times_line = np.minimum(from_left, from_right)
ratio_line = quantile_ratio(times_line)
assert abs(ratio_line / ratio - 1) < 0.015
assert abs(np.mean(times_line < 1) - (1 - np.exp(-1))) < 0.01

# ---------- test: other exponents by root finding ----------
ratio_n = {}
for n in (1, 2, 3):
    ratio_n[n] = (L90 / L10) ** (1 / n)
    roots = [brentq(lambda t: 1 - np.exp(-t ** n) - f, 1e-6, 10, xtol=1e-13)
             for f in (0.1, 0.9)]
    assert abs(roots[1] / roots[0] / ratio_n[n] - 1) < 1e-8

# ---------- test: initial switching, both forms ----------
p0_test = 0.01
inert_times = np.where(rng.random(distance.size) < p0_test, 0, times_plane)
start_radius = np.sqrt(-np.log1p(-p0_test) / (np.pi * density))
growing_times = np.maximum(distance - start_radius, 0) / speed
assert abs(quantile_ratio(inert_times) / ratio_inert(p0_test) - 1) < 0.02
assert abs(quantile_ratio(growing_times) / ratio_growing(p0_test) - 1) < 0.02
slope_inert = 0.5 * (1 / L10 - 1 / L90)
slope_growing = 1 / np.sqrt(L10) - 1 / np.sqrt(L90)
assert abs((ratio_inert(1e-5) / ratio - 1) / 1e-5 / slope_inert - 1) < 1e-3
assert abs((ratio_growing(1e-8) / ratio - 1) / 1e-4 / slope_growing - 1) < 1e-3
limit_inert = brentq(lambda p: ratio_inert(p) - 4.75, 0, 0.05)
limit_growing = brentq(lambda p: ratio_growing(p) - 4.75, 0, 0.005,
                       xtol=1e-12)
assert limit_growing < limit_inert
p0_film = -np.expm1(-np.pi * density * nucleus_radius ** 2)
ratio_film_nuclei = ratio_growing(p0_film)

# ---------- peak switching current ----------
peak_current = charge * np.sqrt(2 / np.e) / t0
grid = np.linspace(0, 4 * t0, 20001)
current = charge * np.gradient(1 - np.exp(-(grid / t0) ** 2), grid)
assert abs(current.max() / peak_current - 1) < 1e-5
assert abs(grid[current.argmax()] / (t0 / np.sqrt(2)) - 1) < 1e-3

# ---------- neglected effect: spread of local fields ----------
z = np.linspace(-4, 4, 801)
weight = np.exp(-z ** 2 / 2)
weight /= weight.sum()


def local_time(standard_deviate):
    local_field = field * (1 + field_spread * standard_deviate)
    return t0 * np.exp(activation / local_field - activation / field)


def spread_fraction(t):
    return np.sum(weight * -np.expm1(-(t / local_time(z)) ** 2))


spread_t10, spread_t90 = [brentq(lambda t: spread_fraction(t) - f,
                                 1e-3 * t0, 100 * t0) for f in (0.1, 0.9)]
ratio_spread = spread_t90 / spread_t10
draws = rng.standard_normal(400000)
draws = draws[np.abs(draws) < 4]
sampled = local_time(draws) * np.sqrt(rng.exponential(size=draws.size))
assert abs(quantile_ratio(sampled) / ratio_spread - 1) < 0.02
assert ratio_spread > ratio

# ---------- neglected effect: walls stopped at region edges ----------
gx, gw = np.polynomial.legendre.leggauss(24)
qx, qw = np.polynomial.legendre.leggauss(80)


def blocked_fraction(radius, width):
    """Average over a square region of 1 - exp(-N * reachable area)."""
    pos = 0.5 * width * (gx + 1)
    x, y = pos[:, None, None], pos[None, :, None]
    low, high = np.maximum(0, x - radius), np.minimum(width, x + radius)
    strip = low + 0.5 * (high - low) * (qx + 1)
    half = np.sqrt(np.maximum(radius ** 2 - (strip - x) ** 2, 0))
    chord = np.minimum(width, y + half) - np.maximum(0, y - half)
    reach = np.sum(0.5 * (high - low) * qw * chord, axis=2)
    return 1 - np.sum(np.outer(gw, gw) / 4 * np.exp(-density * reach))


r10, r90 = [brentq(lambda r: blocked_fraction(r, region_width) - f,
                   0.1, 1.4 * region_width) for f in (0.1, 0.9)]
ratio_blocked = r90 / r10
samples = 200000
number = rng.poisson(density * region_width ** 2, samples)
point = rng.random((samples, 2)) * region_width
nearest = np.full(samples, np.inf)
for k in range(number.max()):
    nucleus = rng.random((samples, 2)) * region_width
    gap = np.hypot(*(nucleus - point).T)
    nearest = np.where(k < number, np.minimum(nearest, gap), nearest)
assert abs(quantile_ratio(nearest) / ratio_blocked - 1) < 0.02
ceiling_fine = -np.expm1(-density * fine_width ** 2)
assert abs(blocked_fraction(2 * fine_width, fine_width) - ceiling_fine) < 1e-6
assert ceiling_fine < 0.9


# ---------- neglected effect: series resistance and charging ----------
def circuit_times(res):
    def rates(t, state):
        radius, film_voltage = state
        local = max(film_voltage / (0.1 * thickness), 1e-2)
        wall = speed * np.exp(activation / field - activation / local)
        switching = charge * 2 * np.pi * density * radius * wall \
            * np.exp(-np.pi * density * radius ** 2)
        return [wall, ((voltage - film_voltage) / res - switching)
                / capacitance]

    marks = [lambda t, s, L=L: np.pi * density * s[0] ** 2 - L
             for L in (L10, L90)]
    run = solve_ivp(rates, (0, 4 * t0), [0, 0], method="Radau", events=marks,
                    rtol=1e-7, atol=1e-9)
    assert run.success
    return run.t_events[0][0], run.t_events[1][0]


circuit_t10, circuit_t90 = circuit_times(resistance)
ratio_circuit = circuit_t90 / circuit_t10
small_t10, small_t90 = circuit_times(resistance / 50)
assert abs(small_t90 / small_t10 - ratio) < 0.005   # ideal-source limit

# ---------- other neglected effects ----------
dielectric = permittivity * epsilon_0 * field * 1e8 * 100   # uC/cm2
raw_share = dielectric / (dielectric + switched_pol)
assert raw_share > 0.1      # raw charge passes 10 percent before switching
leaked_share = leakage * t90 * 1e-9 * 1e6 / switched_pol
hot_activation = activation * temp_ref / temp_hot
hot_factor = np.exp((hot_activation - activation) / field)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("ln(10/9)", L10, digits=6)
show("ln(10)", L90, digits=6)
show("t10/t0", np.sqrt(L10), digits=5)
show("t90/t0", np.sqrt(L90), digits=5)
show("Ratio t90/t10, exponent 2", ratio, digits=5)
show("Ratio from random nuclei in plane", ratio_plane)
show("Ratio from steady nucleation on line", ratio_line)
show("Ratio for exponent 1", ratio_n[1])
show("Ratio for exponent 3", ratio_n[3])
show("Inert patches: relative rise / p0", slope_inert)
show("Growing nuclei: relative rise / sqrt(p0)", slope_growing)
show("Ratio with 1 percent inert patches", ratio_inert(p0_test))
show("Ratio with 1 percent growing nuclei", ratio_growing(p0_test))
show("Largest inert p0 for ratio below 4.75", 100 * limit_inert, "percent", 3)
show("Largest growing p0 for same", 100 * limit_growing, "percent", 3)
show("Film thickness", thickness, "nm")
show("Applied field", field, "MV/cm")
show("Applied voltage", voltage, "V")
show("Switched polarization", switched_pol, "uC/cm2")
show("Capacitor area", area_um2, "um2")
show("Nucleus density", density_cm2, "cm^-2")
show("Wall speed", speed, "nm/ns")
show("Characteristic radius v*t0", speed * t0, "nm")
show("t0", t0, "ns")
show("t10", t10, "ns")
show("t90", t90, "ns")
show("Rise time t90 - t10", t90 - t10, "ns")
show("Switched charge", charge, "pC")
show("Peak switching current", peak_current, "mA", 3)
show("Starting nucleus radius", nucleus_radius, "nm")
show("Its initial switched fraction", 100 * p0_film, "percent", 3)
show("Ratio with these nuclei", ratio_film_nuclei)
show("Activation field", activation, "MV/cm")
show("Relative local-field spread", 100 * field_spread, "percent")
show("t10 with field spread", spread_t10, "ns")
show("t90 with field spread", spread_t90, "ns")
show("Ratio with field spread", ratio_spread)
show("Width of regions with blocked walls", region_width, "nm")
show("Ratio with blocked walls", ratio_blocked)
show("Width of fine grains", fine_width, "nm")
show("Switching ceiling, fine blocked grains", 100 * ceiling_fine,
     "percent", 3)
show("Series resistance", 1000 * resistance, "ohm")
show("Relative permittivity", permittivity)
show("Charging time RC", resistance * capacitance, "ns", 3)
show("Ratio with series resistance", ratio_circuit)
show("Dielectric charge density", dielectric, "uC/cm2", 3)
show("Its share of raw total charge", 100 * raw_share, "percent", 3)
show("Assumed leakage current density", leakage, "A/cm2")
show("Leaked / switched charge at t90", leaked_share, digits=2)
show("Rough breakdown field", breakdown, "MV/cm")
show("Breakdown field / applied field", breakdown / field)
show("Reference temperature", temp_ref, "K")
show("Temperature of use", temp_hot, "K")
show("Activation field at temperature of use", hot_activation, "MV/cm", 3)
show("t90 at temperature of use", t90 * hot_factor, "ns", 3)
print("all assertions hold")
```

Output:

```
ln(10/9): 0.105361
ln(10): 2.30259
t10/t0: 0.32459
t90/t0: 1.5174
Ratio t90/t10, exponent 2: 4.6749
Ratio from random nuclei in plane: 4.693
Ratio from steady nucleation on line: 4.667
Ratio for exponent 1: 21.85
Ratio for exponent 3: 2.796
Inert patches: relative rise / p0: 4.528
Growing nuclei: relative rise / sqrt(p0): 2.422
Ratio with 1 percent inert patches: 4.904
Ratio with 1 percent growing nuclei: 6.317
Largest inert p0 for ratio below 4.75: 0.345 percent
Largest growing p0 for same: 0.00423 percent
Film thickness: 10 nm
Applied field: 2 MV/cm
Applied voltage: 2 V
Switched polarization: 40 uC/cm2
Capacitor area: 100 um2
Nucleus density: 1e+11 cm^-2
Wall speed: 0.1 nm/ns
Characteristic radius v*t0: 17.84 nm
t0: 178.4 ns
t10: 57.91 ns
t90: 270.7 ns
Rise time t90 - t10: 212.8 ns
Switched charge: 40 pC
Peak switching current: 0.192 mA
Starting nucleus radius: 0.5 nm
Its initial switched fraction: 0.0785 percent
Ratio with these nuclei: 5.022
Activation field: 10 MV/cm
Relative local-field spread: 10 percent
t10 with field spread: 49.89 ns
t90 with field spread: 379.8 ns
Ratio with field spread: 7.613
Width of regions with blocked walls: 100 nm
Ratio with blocked walls: 5.567
Width of fine grains: 20 nm
Switching ceiling, fine blocked grains: 33 percent
Series resistance: 50 ohm
Relative permittivity: 30
Charging time RC: 0.133 ns
Ratio with series resistance: 4.692
Dielectric charge density: 5.31 uC/cm2
Its share of raw total charge: 11.7 percent
Assumed leakage current density: 0.001 A/cm2
Leaked / switched charge at t90: 6.8e-06
Rough breakdown field: 4 MV/cm
Breakdown field / applied field: 2
Reference temperature: 300 K
Temperature of use: 358 K
Activation field at temperature of use: 8.38 MV/cm
t90 at temperature of use: 120 ns
all assertions hold
```
